**Exact versus plane-wave cross section for 1s photoionisation of a hydrogenic ion**

For nuclear charge \(Z\), threshold \(I=Z^2/2\), photon energy \(\omega=I+k^2/2\) and \(\eta=Z/k\) (atomic units, dipole approximation, no relativity, infinite nuclear mass), the exact cross section divided by the plane-wave velocity form \(\sigma_V=8\pi\alpha Z^5k^3/3\omega^5\) is \(R=(1+\eta^2)\,2\pi\eta\,(1-e^{-2\pi\eta})^{-1}e^{-4\eta\,\mathrm{arccot}\,\eta}\), with \(\ln R=-\pi\eta+(5-\pi^2/6)\eta^2+\dots\). The program integrates the radial p-wave equation numerically, normalises it by the WKB amplitude, and asserts that the length, velocity and acceleration forms all match the Stobbe formula, that the plane-wave length form is \(4\sigma_V\), and that the plane-wave acceleration form is \(\sigma_V(1+\eta^2)^2(1-\eta\,\mathrm{arccot}\,\eta)^2\). It asserts the closed form of the radial integral \(J(\lambda,\eta)\) with the bound-state exponent \(\lambda\) and the final-state strength \(\eta\) varied independently, the slope \(-\pi\) extrapolated from integrated waves, the symbolic series coefficients, the first-order Green-function distortion, the leading retardation term, the monotonic fall of \(R\) on a grid up to its minimum, and the Thomas–Reiche–Kuhn sum for the absolute scale. For hydrogen at \(\omega=10I=136.057\) eV the output gives \(\sigma=7.424\times10^{-5}\) Å\(^2\), \(\sigma_V=1.479\times10^{-4}\) Å\(^2\) and \(R=0.5019\), while \(1-\pi\eta=-0.047\) is no estimate there and retardation changes \(\sigma_V\) by only \(4.3\times10^{-4}\) of its value. \(R\) reaches 0.9 at \(825I\) and 0.99 at \(9.7\times10^4I\), where the nonrelativistic theory no longer applies. It has a minimum of 0.4425 at \(3.91I\) and crosses one at \(1.39I\).

## Program and output

```python
# 1s photoionisation of a hydrogenic ion (charge Z, dipole approximation, no relativity,
# infinite nuclear mass, atomic units).  I = Z^2/2, omega = I + k^2/2, eta = Z/k.
# Result under test: exact / plane-wave velocity-form Born cross section is
#   R = (1+eta^2) * 2 pi eta/(1-exp(-2 pi eta)) * exp(-4 eta arccot eta),
#   ln R = -pi eta + (5 - pi^2/6) eta^2 + ...,  sigma_V = (8 pi alpha/3) Z^5 k^3/omega^5.
# Plane-wave length form = 4 sigma_V; acceleration form = sigma_V (1+eta^2)^2 (1-eta arccot eta)^2.
# J(lam,eta) = int rho exp(-lam rho) F drho = 3 C1 * 2/(1+lam^2)^2 * exp(-2 eta arccot lam), with
# F ~ C1 rho^2 the unit-amplitude p wave, lam = Z/k (bound state), eta = Zf/k (final-state charge).
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import alpha, physical_constants as pc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre

pi = math.pi
HARTREE = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10
acot = lambda x: math.atan2(1.0, x)
close = lambda a, b, tol: abs(a / b - 1) < tol

enhancement = lambda e: (1 + e * e) * 2 * pi * e / (-math.expm1(-2 * pi * e))
shape = lambda e: math.exp(-4 * e * acot(e))
ratio = lambda e: enhancement(e) * shape(e)
omega = lambda Z, k: (Z * Z + k * k) / 2
born_V = lambda Z, k: 8 * pi * alpha / 3 * Z**5 * k**3 / omega(Z, k)**5
born_A = lambda Z, k: born_V(Z, k) * ((1 + (Z / k)**2) * (1 - Z / k * acot(Z / k)))**2
born_inf = lambda Z, k: 2**8 * pi * alpha / (3 * Z * Z) * (Z * Z / 2 / omega(Z, k))**3.5
def stobbe(Z, k):
    e = Z / k
    return (2**9 * pi**2 * alpha / (3 * Z * Z) * (Z * Z / 2 / omega(Z, k))**4
            * shape(e) / (-math.expm1(-2 * pi * e)))

def radial(Z, Zf, k):
    """Integrate the p-wave equation with charge Zf; normalise by the WKB amplitude."""
    def rhs(r, y):
        b = 2 * Z**1.5 * r * math.exp(-Z * r) * y[0]
        return [y[1], (2 / r**2 - 2 * Zf / r - k * k) * y[0], r * b, Z * b, Z * b / r**2]
    r0, R = 1e-3 / max(k, Z, abs(Zf)), max(38 / Z, 200 / k)
    a, b = -Zf / 2, (Zf * Zf - k * k) / 10
    y0 = [k * k * (r0**2 + a * r0**3 + b * r0**4), k * k * (2 * r0 + 3 * a * r0**2 + 4 * b * r0**3),
          0.0, 0.0, k * k * Z**2.5 * r0**2]
    u, du, IL, IV, IA = solve_ivp(rhs, (r0, R), y0, method='DOP853', rtol=1e-11, atol=1e-14).y[:, -1]
    q = math.sqrt(k * k + 2 * Zf / R - 2 / R**2)
    dq = (-Zf / R**2 + 2 / R**3) / q
    s = math.sqrt(2 / pi / (q * u * u + (du + dq / (2 * q) * u)**2 / q))
    w, pref, nk = omega(Z, k), 4 * pi**2 * alpha / 3, math.sqrt(2 / (pi * k))
    return dict(L=pref * w * (s * IL)**2, V=pref * (s * IV)**2 / w, A=pref * (s * IA)**2 / w**3,
                C1=s / nk, J=s * IV * k * k / (nk * 2 * Z**2.5))

# exact and plane-wave cross sections from the definition, three operator forms
num = {}
for Z, k in [(1, 0.5), (1, 3.0), (2, 6.0), (1, 10.0)]:
    ex, pw = radial(Z, Z, k), radial(Z, 0, k)
    num[Z, k] = (ex, pw)
    for form in 'LVA':
        assert close(ex[form], stobbe(Z, k), 1e-5)
    assert close(9 * ex['C1']**2, enhancement(Z / k), 1e-5)
    assert close(pw['V'], born_V(Z, k), 1e-5) and close(pw['L'], 4 * born_V(Z, k), 1e-5)
    assert close(pw['A'], born_A(Z, k), 1e-5)
    assert close(ex['V'] / pw['V'], ratio(Z / k), 1e-5)
    assert close(pw['V'], born_inf(Z, k) * (1 - Z * Z / 2 / omega(Z, k))**1.5, 1e-5)

# bound-state exponent and final-state charge varied independently
for Z, Zf, k in [(1, 0.3, 3.0), (1, 2.5, 5.0), (1, -0.6, 2.0)]:
    lam, e = Z / k, Zf / k
    C1 = math.exp(pi * e / 2) * float(abs(mp.gamma(2 + 1j * e))) / 3
    res = radial(Z, Zf, k)
    assert close(res['C1'], C1, 1e-5)
    assert close(res['J'], 3 * C1 * 2 / (1 + lam**2)**2 * math.exp(-2 * e * acot(lam)), 1e-5)

# slope of ln R extrapolated from integrated waves; tolerances set by the neglected eta^4 term
etas = np.array([0.12, 0.06, 0.03])
lnR = np.array([math.log(radial(1, 1, 1 / e)['V'] / born_V(1, 1 / e)) for e in etas])
_, c2_fit, c1_fit = np.polyfit(etas, lnR / etas, 2)
c2_log = 5 - pi**2 / 6
assert abs(c1_fit + pi) < 1e-3 and abs(c2_fit - c2_log) < 0.03

# symbolic expansions
x = sp.symbols('x', positive=True)
ser = lambda f: sp.series(f, x, 0, 3).removeO()
sE = sp.expand((1 + x**2) * ser(2 * sp.pi * x / (1 - sp.exp(-2 * sp.pi * x))))
sS = sp.expand(ser(sp.exp(-2 * sp.pi * x)) * ser(sp.exp(4 * x * sp.atan(x))))
sR = sp.expand(sE * sS)
sA = sp.expand(((1 + x**2) * (1 - sp.pi * x / 2 + ser(x * sp.atan(x))))**2)
assert sp.simplify(sE.coeff(x, 1) - sp.pi) == 0 and sp.simplify(sS.coeff(x, 1) + 2 * sp.pi) == 0
assert sp.simplify(sR.coeff(x, 1) + sp.pi) == 0 and sp.simplify(sA.coeff(x, 1) + sp.pi) == 0
assert sp.simplify(sR.coeff(x, 2) - 5 - sp.pi**2 / 3) == 0
assert sp.simplify(sR.coeff(x, 2) - sA.coeff(x, 2) - 1 - sp.pi**2 / 12) == 0

# first-order distortion of the final wave by the standing-wave Green function
jh = lambda r: math.sin(r) / r - math.cos(r)
nh = lambda r: math.cos(r) / r + math.sin(r)
p0 = 1e-2
B0 = (quad(lambda r: jh(r) * nh(r) / r, p0, 20, limit=200)[0]
      + quad(lambda r: 0.5 / r**3 - 0.5 / r, 20, np.inf, weight='sin', wvar=2)[0]
      + quad(lambda r: -1 / r**2, 20, np.inf, weight='cos', wvar=2)[0])
assert abs(B0 + p0 / 3 - pi / 4) < 1e-6
first = {}
for lam in (1 / 3, 0.1):
    def g(r, y):
        j, n = jh(r), nh(r)
        return [j * j / r, -j * n / r, 2 * r * math.exp(-lam * r) * (n * y[0] + j * y[1])]
    K = solve_ivp(g, (p0, 38 / lam), [p0**4 / 36, B0, 0.0], method='DOP853',
                  rtol=1e-11, atol=1e-13).y[2, -1]
    first[lam] = K * (1 + lam**2)**2 / 2
    assert abs(first[lam] - (pi / 2 - 2 * acot(lam))) < 1e-5

# absolute scale: Thomas-Reiche-Kuhn sum for hydrogen
f_line = lambda n: 2**8 * n**5 * (n - 1)**(2 * n - 4) / (3 * (n + 1)**(2 * n + 4))
for n in (2, 3, 5):
    un = lambda r: r * r * math.exp(-r / n) * eval_genlaguerre(n - 2, 3, 2 * r / n)
    norm = quad(lambda r: un(r)**2, 0, 20 * n * n, limit=300)[0]
    dip = quad(lambda r: un(r) * 2 * r * r * math.exp(-r), 0, 60, limit=300)[0]
    assert close(2 / 3 * 0.5 * (1 - 1 / n**2) * dip**2 / norm, f_line(n), 1e-6)
mp.mp.dps = 30
f_disc = float(mp.nsum(lambda n: f_line(mp.mpf(n)), [2, mp.inf]))
f_cont = sum(quad(lambda k: stobbe(1, k) * k, a, b)[0]
             for a, b in [(0, 1), (1, 10), (10, np.inf)]) / (2 * pi**2 * alpha)
assert abs(f_disc + f_cont - 1) < 1e-6

# worked example: hydrogen at ten times threshold
Z, k = 1, 3.0
w, e = omega(Z, k), Z / k
ex, pw = num[Z, k]
q = alpha * w
retard = 0.75 * quad(lambda c: (1 - c * c) * (2 * w / (2 * w + q * q - 2 * k * q * c))**4, -1, 1)[0] - 1
retard_lead = 2 * (alpha * k)**2 - 2 * alpha**2 * w
assert abs(retard - retard_lead) < 1e-5
assert ex['V'] / pw['V'] < 0.6 and 1 - pi * e < 0
times = lambda e_: 1 + 1 / e_**2
decay = (1 - ratio((1e4 - 1)**-0.5)) / (1 - ratio((1e6 - 1)**-0.5))
assert abs(decay - 10) < 0.3
e_min = minimize_scalar(ratio, bounds=(0.2, 1.2), method='bounded').x
e_one = brentq(lambda t: ratio(t) - 1, 1, 3)
assert np.all(np.diff([ratio(t) for t in np.linspace(1e-3, e_min - 1e-3, 400)]) < 0)

A2 = BOHR**2
print(f"alpha = {alpha:.9f}; hartree = {HARTREE:.5f} eV; bohr = {BOHR:.6f} angstrom")
print(f"H threshold I = {HARTREE / 2:.4f} eV; photon energy 10 I = {w * HARTREE:.3f} eV")
print(f"electron energy = {k * k / 2 * HARTREE:.3f} eV; k = {k / BOHR:.4f} 1/angstrom")
print(f"eta = {e:.6f}; pi eta = {pi * e:.5f}; arccot eta = {acot(e):.6f}; v/c = {alpha * k:.5f}")
print(f"sigma threshold = {stobbe(1, 1e-6) * A2:.5e} angstrom^2")
print(f"sigma exact = {stobbe(Z, k) * A2:.5e} angstrom^2 = {stobbe(Z, k) * A2 * 100:.5e} Mb")
print(f"sigma_V Born = {born_V(Z, k) * A2:.5e} angstrom^2 = {born_V(Z, k) * A2 * 100:.5e} Mb")
print(f"sigma_inf asymptote = {born_inf(Z, k) * A2:.5e} angstrom^2")
print(f"plane-wave length = {pw['L'] * A2:.5e}, acceleration = {pw['A'] * A2:.5e} angstrom^2")
print(f"integrated exact L, V, A = {ex['L'] * A2:.5e}, {ex['V'] * A2:.5e}, {ex['A'] * A2:.5e} angstrom^2")
print(f"J0 = {pw['J']:.5f}; J exact = {ex['J']:.5f}; C1 = {ex['C1']:.5f}")
print(f"enhancement 9 C1^2 = {enhancement(e):.5f}; shape factor = {shape(e):.5f}")
print(f"R = sigma/sigma_V = {ratio(e):.5f}; Born overestimate 1/R = {1 / ratio(e):.4f}")
print(f"sigma/sigma_inf = {stobbe(Z, k) / born_inf(Z, k):.5f}; sigma/sigma_L = {ex['L'] / pw['L']:.5f}")
print(f"sigma/sigma_A = {ex['A'] / pw['A']:.5f}; 1+(1+pi^2/12)eta^2 = {1 + (1 + pi**2 / 12) * e * e:.5f}")
print(f"1 - pi eta = {1 - pi * e:.5f}; with eta^2 term = {1 - pi * e + float(sR.coeff(x, 2)) * e * e:.5f}")
print(f"exp(-pi eta) = {math.exp(-pi * e):.5f}; with eta^2 term = {math.exp(-pi * e + c2_log * e * e):.5f}")
print(f"eta^2 coefficients: R {float(sR.coeff(x, 2)):.5f}, ln R {c2_log:.5f}, sigma/sigma_A {1 + pi**2 / 12:.5f}")
print(f"fit of integrated ln R: slope = {c1_fit:.4f}, eta^2 coefficient = {c2_fit:.3f}")
print(f"Green integral at origin = {B0 + p0 / 3:.6f}; pi/4 = {pi / 4:.6f}")
for lam, v in first.items():
    print(f"first-order dJ/(eta J0) at lam = {lam:.4f}: {v:.5f}")
print(f"photon q = {q / BOHR:.5f} 1/angstrom; retardation change = {retard:.3e}, leading {retard_lead:.3e}")
he, hp = num[2, 6.0]
print(f"He+ at {omega(2, 6.0) * HARTREE:.2f} eV: sigma = {he['V'] * A2:.5e} angstrom^2, R = {he['V'] / hp['V']:.5f}")
print(f"oscillator sums: discrete {f_disc:.6f}, continuum {f_cont:.6f}, total {f_disc + f_cont:.6f}")
print("omega/I, H photon eV, eta, R, 1 - pi eta, exp(-pi eta + c eta^2)")
for t in (2, 10, 100, 1000, 10000):
    et = (t - 1)**-0.5
    print(f"{t:6d} {t * HARTREE / 2:10.1f} {et:.5f} {ratio(et):.5f} {1 - pi * et:8.5f} "
          f"{math.exp(-pi * et + c2_log * et * et):.5f}")
print(f"(1-R) at 1e4 I over (1-R) at 1e6 I = {decay:.3f}")
for target in (0.9, 0.99):
    et = brentq(lambda t: ratio(t) - target, 1e-4, 0.3)
    print(f"R = {target}: eta = {et:.5f}, omega/I = {times(et):.4g}, "
          f"H photon = {times(et) * HARTREE / 2:.4g} eV, k/(mc) = {alpha / et:.3f}")
print(f"minimum R = {ratio(e_min):.4f} at eta = {e_min:.3f}, omega/I = {times(e_min):.2f}")
print(f"accidental R = 1 at eta = {e_one:.4f}, omega/I = {times(e_one):.4f}")
print("no test failed")
```

Printed output:

```
alpha = 0.007297353; hartree = 27.21139 eV; bohr = 0.529177 angstrom
H threshold I = 13.6057 eV; photon energy 10 I = 136.057 eV
electron energy = 122.451 eV; k = 5.6692 1/angstrom
eta = 0.333333; pi eta = 1.04720; arccot eta = 1.249046; v/c = 0.02189
sigma threshold = 6.30432e-02 angstrom^2
sigma exact = 7.42363e-05 angstrom^2 = 7.42363e-03 Mb
sigma_V Born = 1.47911e-04 angstrom^2 = 1.47911e-02 Mb
sigma_inf asymptote = 1.73235e-04 angstrom^2
plane-wave length = 5.91643e-04, acceleration = 6.22045e-05 angstrom^2
integrated exact L, V, A = 7.42363e-05, 7.42363e-05, 7.42363e-05 angstrom^2
J0 = 1.62000; J exact = 1.14769; C1 = 0.54303
enhancement 9 C1^2 = 2.65392; shape factor = 0.18912
R = sigma/sigma_V = 0.50190; Born overestimate 1/R = 1.9924
sigma/sigma_inf = 0.42853; sigma/sigma_L = 0.12547
sigma/sigma_A = 1.19342; 1+(1+pi^2/12)eta^2 = 1.20250
1 - pi eta = -0.04720; with eta^2 term = 0.87390
exp(-pi eta) = 0.35092; with eta^2 term = 0.50946
eta^2 coefficients: R 8.28987, ln R 3.35507, sigma/sigma_A 1.82247
fit of integrated ln R: slope = -3.1419, eta^2 coefficient = 3.371
Green integral at origin = 0.785398; pi/4 = 0.785398
first-order dJ/(eta J0) at lam = 0.3333: -0.92730
first-order dJ/(eta J0) at lam = 0.1000: -1.37146
photon q = 0.06895 1/angstrom; retardation change = 4.261e-04, leading 4.260e-04
He+ at 544.23 eV: sigma = 1.85591e-05 angstrom^2, R = 0.50190
oscillator sums: discrete 0.565004, continuum 0.434996, total 1.000000
omega/I, H photon eV, eta, R, 1 - pi eta, exp(-pi eta + c eta^2)
     2       27.2 1.00000 0.54406 -2.14159 1.23797
    10      136.1 0.33333 0.50190 -0.04720 0.50946
   100     1360.6 0.10050 0.75429  0.68426 0.75439
  1000    13605.7 0.03164 0.90843  0.90060 0.90843
 10000   136056.9 0.01000 0.96940  0.96858 0.96940
(1-R) at 1e4 I over (1-R) at 1e6 I = 9.767
R = 0.9: eta = 0.03483, omega/I = 825.2, H photon = 1.123e+04 eV, k/(mc) = 0.209
R = 0.99: eta = 0.00321, omega/I = 9.704e+04, H photon = 1.32e+06 eV, k/(mc) = 2.273
minimum R = 0.4425 at eta = 0.586, omega/I = 3.91
accidental R = 1 at eta = 1.5976, omega/I = 1.3918
no test failed
```
